# Finding a partly delocalised carrier from the slopes of supercell energies

## Problem

A point defect in a cubic crystal has been placed in cubic supercells of edge $L$, in charge states $+1$, $+2$ and $+3$. A uniform background of opposite charge keeps each cell neutral. The table gives the defect energies, in eV, rounded to 1 meV. They are synthetic: they come from model charge densities and not from a calculation of a real defect.

| $L$ (nm) | $E_{+1}$ | $E_{+2}$ | $E_{+3}$ |
|---|---|---|---|
| 0.84 | 1.772 | 2.683 | 4.464 |
| 1.26 | 1.842 | 2.898 | 4.936 |
| 1.68 | 1.880 | 3.033 | 5.192 |
| 2.10 | 1.904 | 3.121 | 5.349 |
| 2.52 | 1.920 | 3.182 | 5.456 |

The host has lattice constant 0.42 nm and an isotropic dielectric constant $\varepsilon=10$, known independently. Band states are sampled at the band extremum. In at most one charge state, a fixed share $f$ of one hole may have left the defect for a host band state.

(a) Do the slopes of the energies against $1/L$ follow $1:4:9$? (b) Which charge state, if any, has a partly delocalised hole, and how large is the share? (c) What are the energies in the dilute limit, and what do they describe?

Charges are in units of $e$, and $k=e^2/(4\pi\epsilon_0)=1.440$ eV nm. The slope $S$ is counted positive when the energy rises with $L$, so that $E=E_\infty-S/L+\dots$

## First estimate by scaling

A localised charge $q$ is surrounded by its periodic images and the background. The only long length is $L$, and an electrostatic energy is quadratic in charge, so the interaction must scale as $kq^2/(\varepsilon L)$. The cell is neutral and the nearest surroundings of each charge are background of opposite sign, so the interaction lowers the energy. Hence $S\propto q^2$, which is the $1:4:9$ law.

The quickest slope uses the first and last rows. Between them $1/L$ changes by $1.1905-0.3968=0.7937$ nm$^{-1}$, so

$$S_1\approx\frac{0.148}{0.7937}=0.186,\quad S_2\approx\frac{0.499}{0.7937}=0.629,\quad S_3\approx\frac{0.992}{0.7937}=1.250$$

in eV nm. A least-squares line through all five points gives nearly the same: 0.1862, 0.6259 and 1.2481 eV nm, in the ratio $1:3.36:6.70$. Both higher charge states fall short of the law, and $+2$ seems to have lost charge as well as $+3$.

The last two rows tell a different story. There $1/L$ changes by 0.0794 nm$^{-1}$, and the slopes are 0.202, 0.769 and 1.348 eV nm, in the ratio $1:3.8:6.7$. The $+2$ value has moved towards 4, while the $+3$ value has stayed near 6.7. These slopes are rough, since 1 meV in an energy difference changes them by 0.013 eV nm, but they show that the plots are curved. The next term in the size dependence is needed.

## Exact solution for the model densities

### Energy of a periodic density

Let $\rho(\mathbf r)$ be the charge density in a cell of volume $\Omega=L^3$, with Fourier components $\rho_{\mathbf G}=\int_\Omega\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. Poisson's equation in the dielectric gives the potential energy per unit charge, $\phi_{\mathbf G}=4\pi k\rho_{\mathbf G}/(\varepsilon G^2)$. The energy per cell is half the integral of $\rho\phi$:

$$E_{\rm el}=\frac{1}{2\Omega}\sum_{\mathbf G\ne0}\rho_{\mathbf G}^*\phi_{\mathbf G}
=\frac{2\pi k}{\varepsilon\Omega}\sum_{\mathbf G\neq0}\frac{|\rho_{\mathbf G}|^2}{G^2}.$$

The uniform background has only a $\mathbf G=0$ component. It cancels the net charge there and changes nothing else.

### A localised charge

Take a Gaussian charge $Q$ of width $\sigma$, for which $\rho_{\mathbf G}=Qe^{-G^2\sigma^2/2}$. Its energy is

$$E_{\rm el}=\frac{kQ^2}{2\varepsilon}\,T(\sigma^2),\qquad T(s)=\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-G^2s}}{G^2}.$$

To find how $T$ depends on $L$, differentiate with respect to $s$, which removes the factor $1/G^2$. Then add and subtract the $\mathbf G=0$ term:

$$\frac{dT}{ds}=\frac{4\pi}{\Omega}-\frac{4\pi}{\Omega}\sum_{\text{all }\mathbf G}e^{-G^2s}.$$

Poisson summation turns the last sum into one over lattice vectors $\mathbf R$:

$$\frac1\Omega\sum_{\mathbf G}e^{-G^2s}=\frac{1}{(4\pi s)^{3/2}}\sum_{\mathbf R}e^{-R^2/4s}.$$

The $\mathbf R=0$ term contributes $-4\pi(4\pi s)^{-3/2}=-\tfrac12\pi^{-1/2}s^{-3/2}$ to $dT/ds$, and its integral is $1/\sqrt{\pi s}$. The terms with $\mathbf R\neq0$ integrate to $-\sum\operatorname{erfc}(R/2\sqrt s)/R$, which vanishes as $s\to0$. Therefore

$$T(s)=\frac{1}{\sqrt{\pi s}}-\frac{\alpha}{L}+\frac{4\pi s}{L^3}-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2\sqrt s)}{R}.$$

The integration constant cannot depend on $s$, and by dimensions it must be a number divided by $L$. The limit $s\to0$ gives its meaning: $-\alpha/L$ is the potential at a unit point charge due to all the other charges and the background, with the cell average of the potential set to zero.

With $s=\sigma^2$, and the small erfc sum dropped,

$$E_{\rm el}=\frac{kQ^2}{2\sqrt\pi\,\varepsilon\sigma}-\frac{\alpha kQ^2}{2\varepsilon L}+\frac{2\pi kQ^2\sigma^2}{\varepsilon L^3}.$$

The first term is the energy of the isolated charge and belongs to $E_\infty$. The second is the image interaction. The third is positive and grows with the width of the charge. The largest dropped term in this exercise, for the widest localised charge ($Q=2$, $\sigma=0.16$ nm) in the smallest cell, is about 0.4 meV, below the rounding step of the table.

### The number $\alpha$

Group each point charge with the cube of background around it. Such a cube is neutral and, by cubic symmetry, has no dipole or quadrupole moment, so a real-space sum over cubes converges. Its average potential is not zero, however. For a neutral cubic cell, $\rho_{\mathbf G}\approx-\tfrac{G^2}{6}\int\rho r^2d^3r$ at small $G$. The potential of one cell, integrated over all space, is therefore $-\tfrac{2\pi}{3}\int\rho r^2d^3r$ in units of $k/\varepsilon$. The point charge at the centre adds nothing to the second moment. The background gives $-3\,(L^2/12)=-L^2/4$. Dividing by the volume per cell, the average potential is

$$\frac{2\pi}{3}\,\frac{L^2}{4}\,\frac1{L^3}=\frac{\pi}{6L},$$

which must be subtracted from the real-space sum. The result is $\alpha=2.8373$.

### A hole partly in a band state

Now let a share $f$ of one hole occupy a host band state. The defect and band levels are taken to be separately and fractionally occupied, so their densities add. A coherent mixture of the two orbitals would also contain their product. A band orbital has amplitude of order $L^{-3/2}$, so that product could bring other powers of $L$; it is excluded here.

The band density has the period of the host lattice. Its Fourier components are $f$ at $\mathbf G=0$ and $fm_{\mathbf G}$ at the host reciprocal vectors, where $m_{\mathbf G}$ does not depend on $L$. With $g_{\mathbf G}=e^{-G^2\sigma^2/2}$,

$$E_{\rm el}=\frac{2\pi k}{\varepsilon L^3}\left[\sum_{\mathbf G\ne0}\frac{(q-f)^2g_{\mathbf G}^2}{G^2}+\sum_{\text{host }\mathbf G\neq0}\frac{2(q-f)f\,g_{\mathbf G}m_{\mathbf G}+f^2m_{\mathbf G}^2}{G^2}\right].$$

The component $f$ at $\mathbf G=0$ has gone: the uniform part of the hole is neutralised on the spot by an equal part of the background. The first sum is that of a localised charge $Q=q-f$. The second runs over fixed vectors with fixed coefficients, so its contribution is proportional to $L^{-3}$. The size law is

$$E_q(L)=E_{q,\infty}-\frac{S_q}{L}+\frac{C_q}{L^3},\qquad S_q=A(q-f)^2,\qquad A=\frac{\alpha k}{2\varepsilon}.$$

The slope thus measures the charge that stays at the defect. Slopes fitted to unrounded Fourier-sum energies, in cells of 4 to 8 lattice constants, agreed with this formula to within 3 parts in $10^4$ for all three charge states.

### Fitting the table

The width of each charge is unknown to the person who receives the table, so $C_q$ is left free. A least-squares fit of three constants to five energies gives

| $q$ | $E_\infty$ (eV) | $S$ (eV nm) | $C$ (eV nm$^3$) | $S/q^2$ |
|---|---|---|---|---|
| $+1$ | 2.002 | 0.2088 | 0.0109 | 0.2088 |
| $+2$ | 3.500 | 0.8176 | 0.0924 | 0.2044 |
| $+3$ | 5.999 | 1.3797 | 0.0634 | 0.1533 |

Independent errors of 1 meV in the energies would give each slope a standard error $\delta=0.0065$ eV nm. With this allowance $S_2/S_1=3.92\pm0.13$ and $S_3/S_1=6.61\pm0.21$. The first agrees with 4; the second does not agree with 9. The answer to (a) is that the law holds for $+1$ and $+2$ and fails for $+3$.

Both ratios rest on $S_1$, the slope with the largest relative error. Comparing $S/q^2$ in pairs adds a test, $+2$ against $+3$, that does not involve $S_1$. The error of $S_q/q^2$ is $\delta/q^2$, so the difference within a pair has error $\delta\sqrt{q_i^{-4}+q_j^{-4}}$. For $+1$ and $+2$,

$$\frac{0.2088-0.2044}{0.0065\sqrt{1+1/16}}\approx0.7.$$

The pair $+1,+3$ differs by 8.5 errors and the pair $+2,+3$ by 28.7. Only one pair agrees, and the state left out has the smaller $S/q^2$, as a loss of localised charge requires. The odd state is $+3$.

### The size of the share

The agreeing pair fixes $A$. Minimising $(S_1-A)^2+(S_2-4A)^2$ with respect to $A$ gives

$$A=\frac{S_1+4S_2}{1+16}=\frac{0.2088+3.2704}{17}=0.2047\ \text{eV nm}.$$

The charge at the defect in the $+3$ state is then

$$q-f=\sqrt{\frac{S_3}{A}}=\sqrt{\frac{1.3797}{0.2047}}=2.60,$$

with an error of 0.01 from 1 meV noise. About 0.40 of one hole is in the band, which answers (b). The densities behind the table had $f=0.40$ for $+3$ and zero for the others.

The ratios leave one loophole. If every state kept the same fraction $\lambda$ of its charge, all slopes would shrink by $\lambda^2$ and $1:4:9$ would survive. The known dielectric constant closes it:

$$A=\frac{2.8373\times1.440}{2\times10}=0.2043\ \text{eV nm},$$

which differs from the fitted value by 0.2 %, well within the error of 0.8 % that 1 meV noise gives the fitted $A$. Read the other way, the slopes give $\varepsilon=9.98\pm0.08$. Without an independent $\varepsilon$, the data show that $+3$ is more delocalised than the others, but not that the others are fully localised.

### The dilute limit

The fitted limits, 2.002, 3.500 and 5.999 eV, lie within 2 meV of the values 2.0, 3.5 and 6.0 eV used to build the table. For $+3$ the limit describes a defect with charge 2.6 and 0.4 of a hole far away in the band. It is not the energy of a defect that holds all three holes, and no extrapolation of these data can supply that energy.

Suppose the full charge were nevertheless used to correct the $+3$ energies, with the same $C_3$. The correction $9A/L$ would exceed the proper one, $S_3/L$, by

$$\frac{9A-S_3}{L}=\frac{1.842-1.380}{L}=\frac{0.462\ \text{eV nm}}{L}.$$

That is 0.55 eV in the smallest cell and 0.18 eV in the largest. An energy "corrected" in this way still drifts as $1/L$. Because $\varepsilon$ is known here, the drift is a sign that the assumed charge is wrong. A wrong $\varepsilon$ would also leave a $1/L$ drift, even with the right charge.

## Comparison of the estimate and the solution

The scaling argument has the right power of $L$ and the right dependence on charge. It went wrong on $+2$ because a straight line cannot represent the $L^{-3}$ term, and the resulting error can be traced. With $x=1/L$, the best straight line through $x^3$ at the five cell sizes has slope

$$b=\frac{\sum(x-\bar x)x^3}{\sum(x-\bar x)^2}=2.07\ \text{nm}^{-2}.$$

A straight-line fit therefore returns $S-bC$ in place of $S$. For $+2$ this is $0.8176-2.07\times0.0924=0.626$ eV nm, the value found earlier. For a localised Gaussian charge the relative loss is

$$\frac{bC}{S}=b\,\frac{2\pi k\sigma^2/\varepsilon}{\alpha k/2\varepsilon}=\frac{4\pi b\sigma^2}{\alpha}.$$

The charge has dropped out; only the width matters. The densities had $\sigma=0.10$ nm for $+1$ and for the localised part of $+3$, but 0.16 nm for $+2$. The losses are 9 % for 0.10 nm and about 23.5 % for 0.16 nm. The $+2$ state is wide but wholly localised, and the straight line mistakes its width for missing charge: $\sqrt{3.36}=1.83$ instead of 2.

The same formula explains why the straight-line ratio for $+3$, 6.70, lies close to $2.6^2=6.76$. The $+1$ and $+3$ charges have equal widths and lose nearly the same fraction of their slopes, so the loss cancels in the ratio. This depends on the chosen widths and cannot be relied on for another defect.

The fitted $C$ values support this reading. With $2\pi k/\varepsilon=0.905$ eV nm, the localised charges should give 0.0090, 0.0926 and 0.0612 eV nm$^3$. The band density behind the table had a chosen ripple, $m_{\mathbf G}=1/6$ at the six vectors of type $(2\pi/a)(1,0,0)$ of a simple cubic host with $a=0.42$ nm, with its maximum at the defect. It adds 0.00285 to the last, making 0.0640. The size and sign of this term depend on the choice: the opposite sign of $m_{\mathbf G}$ gives $-0.0026$, and a rock-salt host has no reciprocal vectors of this type. The fits gave 0.0109, 0.0924 and 0.0634, each with a standard error of 0.003 for 1 meV noise. They agree within that error, which is too large to resolve the ripple.

## What the slopes cannot decide

**A bound hole wider than the cell.** Let the 0.4 of a hole be bound to the defect in a Gaussian of width 1.2 nm, with the compact charge of 2.6 unchanged. In the largest cell of the table the smallest nonzero $G$ is $2\pi/2.52=2.49$ nm$^{-1}$. There the wide density has fallen to $e^{-G^2\sigma^2/2}\approx0.01$ of its value at $G=0$, so the cell can hardly tell it from a uniform one. The fitted charge is 2.605. In cells of 8.4 to 12.6 nm it becomes 3.000, the full charge. The limit fitted from the small cells is then also off: it lies 0.10 eV below the electrostatic energy of the isolated defect, because it misses the repulsion between the compact charge and the wide hole. The table therefore shows a hole spread over distances comparable with the cells or larger; that it sits in a band state is an assumption of the problem.

**A share that changes with cell size.** Suppose that moving the share away from its dilute value $f_0$ costs $\tfrac12U(f-f_0)^2$. To leading order in $1/L$ the energy to be minimised is

$$E(f)=\tfrac12U(f-f_0)^2-(3-f)^2\frac AL.$$

Setting the derivative to zero gives $f-f_0\approx-2(3-f_0)A/(UL)$: small cells favour localisation, because the image interaction rewards it. Substituting back,

$$E\approx-(3-f_0)^2\frac AL-\frac{2(3-f_0)^2A^2}{UL^2}.$$

The leading slope still measures the dilute share, because the energy is stationary in $f$. The $1/L^2$ term, however, biases a fit over small cells. For $U=5$ eV, a chosen value, and with the $L^{-3}$ term of the localised charge included, the share is 0.14 in the smallest cell and 0.31 in the largest. The fitted charge is 2.68 instead of 2.60.

**Band filling.** An offset $2\times2\times2$ mesh of $k$ points misses a band extremum at the zone centre. Each component of $\mathbf k$ is $\pm\pi/(2L)$, so the hole share costs an extra

$$f\,\frac{\hbar^2}{2m}\,3\left(\frac{\pi}{2L}\right)^2.$$

For a parabolic band with the free-electron mass this is 0.160 eV in the smallest cell and 0.018 eV in the largest. It is a positive $1/L^2$ term, opposite in sign to the previous one, and it lowers the fitted charge to 2.52.

Each of the last two effects moves the share by about 0.08, a fifth of its value and several times the noise error of 0.01. Neither brings the charge near 3. They also move the fitted $E_\infty$, by $+0.02$ eV for the changing share and $-0.02$ eV for band filling, about ten times the 2 meV agreement found above. If a free $1/L^2$ term is added to the fit of the table, with $A$ taken from $\varepsilon$, the charge of the $+3$ state is $2.58\pm0.08$ for 1 meV noise. For these parameters the identification of $+3$ is robust, while the share itself is known to about one digit. A smaller $U$ or a lighter band mass gives larger shifts, and with a small enough $U$ the fitted charge from these cells can come close to 3.

## Relation to a real oxide

The lattice constant and dielectric constant are roughly those of magnesium oxide, and the cells would hold 64 to 1728 atoms. The widths, dilute energies and share are chosen, not computed for that material. The value $\varepsilon\approx10$ includes the response of the ions and applies when they are relaxed. With the ions held fixed only the electrons screen, the dielectric constant is roughly 3, and $A$ is about three times larger. The ratios survive if all charge states are treated alike. If some are relaxed and others not, $1:4:9$ fails without any delocalisation. The fixed fractional share is also part of the model. In a real crystal with one isolated defect, a hole is either bound or in the band; a fractional share in a calculation can come from an approximate density functional or from smeared occupations. The share may also depend on cell size; in the model above, with $U=5$ eV, allowing this moved the fitted charge by 0.08. Inspecting the hole density in the largest cell can show, independently of the slopes, whether part of the hole has spread out. It cannot reliably tell a band state from a bound hole so wide that its periodic images overlap into a nearly uniform density. The numerical output below lists the inputs and the fitted values.

## Table of computed values

```
Coulomb constant k = 1.43996 eV nm; Madelung alpha = 2.8373
Inputs: eps = 10.0, lattice constant = 0.42 nm
Gaussian widths, +1 +2 +3 (nm): [0.1  0.16 0.1 ]
Band share f, +1 +2 +3: [0.  0.  0.4]
Input dilute energies (eV): [2.  3.5 6. ]
L (nm) | E(+1) E(+2) E(+3) (eV)
0.84 | 1.772 2.683 4.464
1.26 | 1.842 2.898 4.936
1.68 | 1.880 3.033 5.192
2.10 | 1.904 3.121 5.349
2.52 | 1.920 3.182 5.456
Fit: q | E_dilute (eV) | S (eV nm) | C (eV nm^3) | S/q^2 (eV nm)
+1 | 2.002 | 0.2088 | 0.0109 | 0.2088
+2 | 3.500 | 0.8176 | 0.0924 | 0.2044
+3 | 5.999 | 1.3797 | 0.0634 | 0.1533
Slope error for 1 meV energy noise = 0.0065 eV nm
S2/S1 = 3.92 +- 0.13
S3/S1 = 6.61 +- 0.21
Pair +1,+2: S/q^2 differ by 0.7 errors
Pair +1,+3: S/q^2 differ by 8.5 errors
Pair +2,+3: S/q^2 differ by 28.7 errors
Odd state: +3
A from the agreeing pair = 0.2047 eV nm
A from alpha k/(2 eps) = 0.2043 eV nm
eps from the slopes = 9.98
Localised charge = 2.596 +- 0.012 e
Delocalised share = 0.404 of one hole
Straight-line slopes (eV nm): [0.1862 0.6259 1.2481]
Straight-line ratios = 1 : 3.36 : 6.70
Error if 9A/L is forced, L = 0.84 nm: 0.550 eV
Error if 9A/L is forced, L = 2.52 nm: 0.184 eV
Ripple term times L^3 = 0.00285 eV nm^3
Bound hole of width 1.2 nm, apparent charge:
  cells 0.84-2.52 nm: 2.605 e
  cells 8.4-12.6 nm: 3.000 e
Band filling, smallest, largest cell: 0.160, 0.018 eV
Apparent charge with band filling = 2.522 e
Relaxing share, stiffness 5.0 eV, smallest, largest cell: 0.139, 0.313
Apparent charge with relaxing share = 2.684 e
Its large-cell slope / A = 6.761
```
